# Why all-to-all Gaussian hopping gives Bethe-lattice DMFT without Néel order

**Question**

I am studying the half-filled Hubbard model with hopping between every pair of sites,

$$H=\sum_{i<j,\sigma}t_{ij}\,(c^\dagger_{i\sigma}c_{j\sigma}+\text{h.c.})+U\sum_i n_{i\uparrow}n_{i\downarrow}-\mu\sum_i n_i ,\qquad \mu=U/2 .$$

The $t_{ij}$ are real, independent Gaussian numbers with mean zero and variance $t^2/N$. I am told that for $N\to\infty$ this model has the DMFT equations of the Bethe lattice, but no Néel order. How can the same equations order in one model and not in the other? To make it worse, when I iterate $\Delta_\sigma=t^2G_\sigma$ at $U=6t$, $T=0.1t$ from a polarized start, my magnetization never settles. It flips sign at every step, with a large amplitude. Is that antiferromagnetism?

**Answer**

The two models share their *paramagnetic* equations. With magnetic order allowed, the equations differ, and your flipping iteration solves the Bethe ones. To see this, keep the site index until the cavity construction removes it.

I take $k_B=\hbar=1$, $T>0$, and $N\to\infty$ before any limit $T\to0$. I assume collinear spins, unbroken charge conservation, and a single thermal state for the system with one site removed (no glassy splitting into many states). Energies are in units of $t$.

**1. The bath of one site**

Remove site $i$. In the path integral its coupling to the rest is

$$\Delta S=\int_0^{1/T}\! d\tau\sum_{j\sigma}t_{ij}\,(\bar c_{i\sigma}c_{j\sigma}+\bar c_{j\sigma}c_{i\sigma}).$$

Averaging $e^{-\Delta S}$ over the other sites gives the exponential of a cumulant series. Odd terms vanish by charge conservation. In $\tfrac12\langle\Delta S^2\rangle$ the two cross terms are equal and cancel the factor $\tfrac12$:

$$\tfrac12\langle\Delta S^2\rangle=\int\! d\tau\, d\tau'\sum_{jk\sigma}t_{ij}t_{ik}\,\bar c_{i\sigma}(\tau)\langle c_{j\sigma}(\tau)\bar c_{k\sigma}(\tau')\rangle c_{i\sigma}(\tau').$$

With $G=-\langle c\bar c\rangle$, and since the weight is $e^{-S}$, the action of site $i$ gains $+\int\!\int\bar c_{i\sigma}\Delta_{i\sigma}c_{i\sigma}$, where

$$\Delta_{i\sigma}(i\omega)=\sum_{jk}t_{ij}t_{ik}\,G^{(i)}_{jk,\sigma}(i\omega).\tag{1}$$

The superscript means "with site $i$ absent". Thus $G^{(i)}$ does not depend on the numbers $t_{ij}$ in row $i$, and we may average over that row with $G^{(i)}$ held fixed.

*Terms $j=k$.* Since $\overline{t_{ij}^2}=t^2/N$, their mean is $(t^2/N)\sum_jG^{(i)}_{jj,\sigma}$. A Gaussian square has variance $2t^4/N^2$, so the sum fluctuates by $O(N^{-1/2})$. Restoring site $i$ changes each $G_{jj}$ by $O(1/N)$, which is negligible in the average.

*Terms $j\ne k$.* Their mean is zero. As $H$ is real, $G_{jk}=G_{kj}$, so the sum is $2\sum_{j<k}t_{ij}t_{ik}G^{(i)}_{jk}$, with variance

$$4\,\frac{t^4}{N^2}\sum_{j<k}|G^{(i)}_{jk}|^2=\frac{2t^4}{N^2}\sum_{j\neq k}|G^{(i)}_{jk}|^2 .$$

To travel from $j$ to $k$ an electron needs a direct hop, of size $N^{-1/2}$, or a route such as $\sum_x t_{jx}t_{xk}$, which is $N$ terms of size $1/N$ and random sign, again $N^{-1/2}$. So $|G_{jk}|^2\sim1/N$, and the variance is $O(1/N)$. In the noninteracting numerical check the rms value of this sum falls from $0.020t$ at $N=300$ to $0.010t$ at $N=1200$, as $N^{-1/2}$ requires.

*Higher cumulants.* Count powers within the hopping expansion, away from a phase transition. A cumulant with $2n\ge4$ fields carries $2n$ factors $t_{ij}$. If all sit on one site, the sum is $N\cdot N^{-n}=N^{1-n}$. If $p\ge2$ sites each appear twice or more, the site sums and hoppings give at most $N^pN^{-p}=1$, but the sites must be connected. Pairs of hops cost $N^{-(p-1)}$; a ring of single hops, such as $G_{jk}G_{kl}G_{lj}$, is typically of size $N^{-p/2}$ with random sign, and its average is again of order $N^{-(p-1)}$. Either factor vanishes. Terms with an unpaired $t_{ij}$ average to zero, and their variance is suppressed by the squared intersite correlators, as for $j\neq k$ above. All of these vanish.

What remains is an Anderson impurity with the bath

$$\boxed{\;\Delta_{i\sigma}=t^2\bar G_\sigma,\qquad \bar G_\sigma=\frac1N\sum_jG_{jj,\sigma}\;}\tag{2}$$

The right-hand side has no site index.

**2. The Bethe lattice**

Let each site have $K$ branches with hopping $t/\sqrt K$. Removing a site cuts the tree, so different neighbours are disconnected and the terms $j\neq k$ in (1) are zero. The $K$ equal terms give $K(t^2/K)G$. A cumulant with $2n$ fields gives $K(t/\sqrt K)^{2n}\propto K^{1-n}$ and drops out for $n\ge2$. All neighbours of an $A$ site are $B$ sites, so for $K\to\infty$

$$\Delta_{A\sigma}=t^2G_{B\sigma},\qquad \Delta_{B\sigma}=t^2G_{A\sigma}.\tag{3}$$

In the paramagnet $G_A=G_B=G$, and both (2) and (3) become $\Delta=t^2G$ with the same impurity problem. Local paramagnetic quantities therefore agree at any $U$.

At $U=0$, where $\mu=0$, this reads $G=1/(i\omega-t^2G)$, or $t^2G^2-i\omega G+1=0$. The root that decays at large $\omega>0$ is

$$G=\frac{i\omega-i\sqrt{\omega^2+4t^2}}{2t^2}.$$

At $\omega=1.5t$ the square root is $2.5t$ and $G=-0.5i/t$. A random matrix and an explicit tree both reproduce this.

**3. Why the random model has no Néel state**

By (2) all sites have the same bath, so they are copies of one impurity problem. At $T>0$ that problem has a unique answer: imaginary time is a finite interval, and the expansion in a bounded $\Delta$ converges. Hence all sites have the same moment $m=\langle n_\uparrow-n_\downarrow\rangle$. A staggered state needs $m$ on half the sites and $-m$ on the others, so $m=0$. The same argument excludes any other nonuniform collinear pattern.

On the Bethe lattice the Néel condition $G_{B\sigma}=G_{A,-\sigma}$ turns (3) into

$$\Delta_{A\sigma}=t^2G_{A,-\sigma},$$

which allows $m\neq0$: a site sees a bath polarized against it. In the random model half the hopping weight leads to each group, and the polarization cancels: $\Delta_\sigma=\tfrac{t^2}{2}(G_{A\sigma}+G_{A,-\sigma})$.

You can see this without interactions by applying a staggered field $h=t$ that lowers spin up on $A$. At $\omega=1.5t$ the random matrix has $\Delta_A\approx\Delta_B\approx-0.41i\,t$, equal within its finite-size scatter. Its $G_A$ is $(0.215-0.411i)/t$, whereas the tree gives $(0.247-0.370i)/t$.

Linear response says the same. Small changes of the local $G_j$ alter the baths by $\delta\Delta_i=\sum_jt_{ij}^2\,\delta G_j$. Write $t_{ij}^2=t^2/N+W_{ij}$. The constant part acts on the uniform pattern, with eigenvalue $t^2$. The entries of $W$ have variance $2t^4/N^2$, and the spectrum of such a symmetric random matrix ends, at leading order, at $\pm2\sqrt{N\cdot2t^4/N^2}=\pm2\sqrt2\,t^2/\sqrt N$. This is $\pm0.082t^2$ for $N=1200$; the computed lowest eigenvalue is $-0.083t^2$. It vanishes as $N\to\infty$, so a staggered pattern gets no feedback. On the Bethe lattice a staggered pattern $s_j=-s_i$ has $\sum_jt_{ij}^2s_j=-t^2s_i$, which is full feedback.

Equation (2) does not by itself exclude a *uniform* moment. That depends on the impurity solution and has to be checked.

**4. The frustration at large $U$**

For two singly occupied sites, the singlet couples with amplitude of magnitude $2|t_{ij}|$ to the even combination of the two doubly occupied states, at energy $U$. Its energy falls by $4t_{ij}^2/U$. The triplet is Pauli blocked. This is the exchange $J_{ij}(\mathbf S_i\cdot\mathbf S_j-\tfrac14)$ with $J_{ij}=4t_{ij}^2/U$: antiferromagnetic for either sign of $t_{ij}$. Its mean is $J/N$ with $J=4t^2/U$, and the mean part gives

$$\frac JN\sum_{i<j}\mathbf S_i\cdot\mathbf S_j=\frac{J}{2N}\Big(\mathbf S_{\rm tot}^2-\frac{3N}{4}\Big).$$

Every state of zero total spin minimizes this, and the minimum, $-3J/8$, belongs to the *whole* system. Per site, order gains nothing. The random part does not help: it adds $\frac2U\sum_{ij}W_{ij}\mathbf S_i\cdot\mathbf S_j$ (here with $W_{ii}=0$, since only pairs $i\ne j$ interact), which is bounded below by $\frac2U\lambda_{\min}(W)\cdot\frac{3N}4$, so its gain per site is at most $O(N^{-1/2})$. This is the fully frustrated paramagnet. For even $N$ the number of singlets is $\binom{N}{N/2}/(N/2+1)$, so in this leading-order spin model the entropy per site stays at $\ln2$. At finite $N$ the random part, at most $O(N^{-1/2})$ per site, can split these states, which is why $N\to\infty$ must come before $T\to0$.

On the Bethe lattice all neighbours can be antiparallel. A spin $s/2$, $s=\pm1$, in the mean field of neighbours with $\langle S^z\rangle=-m/2$ has energy $-J\,sm/4=-t^2sm/U$, so

$$m=\tanh\frac{t^2m}{UT}.$$

**5. Your parameters, and the flipping**

For $U=6t$, $T=0.1t$ the coefficient is $t^2/(UT)=1/0.6=1.67>1$, and the spin mean field gives $m=0.91$. DMFT, solved by exact diagonalization with four bath levels per spin, gives:

- Bethe lattice, Néel: $m=0.84$.
- Random model, staggered start: $m=0$ to rounding. This is built into (2), since the averaged bath is spin symmetric after one step; it is not independent evidence.
- Random model, uniform start, averaging old and new baths equally: $|m|\approx10^{-9}$.
- Random model, uniform start, no damping: $m=+0.84,\,-0.84$ in alternation.

The last line is your observation. Your loop sets $\Delta^{(n+1)}_\sigma=t^2G^{(n)}_\sigma$. Relabel up and down at every odd step. The rule becomes $\Delta^{(n+1)}_\sigma=t^2G^{(n)}_{-\sigma}$, which is the Bethe Néel iteration. Its fixed point appears in your labels as a two-cycle of the same amplitude, as if each step moved one generation along the tree. A state of the random model must satisfy $\Delta_\sigma=t^2G_\sigma$ with both sides taken from the *same* solution, and neither member of the cycle does. So damp the iteration. The damping needed grows as $T$ falls, because the spin feedback scales roughly as $t^2/(UT)$: at $U=6t$, $T=0.04t$ equal averaging still cycles ($m\approx\pm0.76$), while a weight of $0.25$ on the new bath converges to $m=0$.

A staggered field $h=0.005t$, with energy $\mp h(n_\uparrow-n_\downarrow)$ on $A$ and $B$, gives $m=0.0468$ in the random model. Freezing the bath at its zero-field form gives the same value. This follows from (2): the terms linear in $h$ cancel between $A$ and $B$ in the averaged bath, which changes only at order $h^2$. A free spin would give $\tanh(h/T)=0.0500$; since the reduction survives with a frozen bath, it is a property of the single impurity.

One number may look odd: the local moment $\langle(n_\uparrow-n_\downarrow)^2\rangle$ is *smaller* in the Néel state (0.950) than in the paramagnet (0.969). At half filling it equals $1-2d$, with $d$ the double occupancy, so $d=0.025$ and $0.0154$. Antiparallel neighbours permit more virtual hopping. With $\langle\mathbf S_i\cdot\mathbf S_j\rangle=-m^2/4$, the exchange energy per site is $\tfrac12J(-\tfrac{m^2}4-\tfrac14)=-t^2(1+m^2)/(2U)$, and $d$ follows from it. At fixed particle number $\partial H/\partial U=\sum_i n_{i\uparrow}n_{i\downarrow}$, so $d$ is the $U$ derivative of the free energy per site. The mean-field free energy is this energy minus $T$ times a spin entropy that depends on $m$ alone, and it is stationary in $m$, so only the explicit $U$ dependence at fixed $m$ counts:

$$d\simeq\frac{t^2}{2U^2}(1+m^2).$$

With the DMFT moment $m=0.837$, so $1+m^2=1.70$, and with $m=0$, this gives $1.70/72=0.024$ and $1/72=0.014$, close to the DMFT values.

**6. A check with interactions**

Equation (2) can be compared with small random clusters solved by exact diagonalization. At $U=4t$, $T=1.5t$, with variance $t^2/(N-1)$ (the same limit), the disorder-averaged local moment for $N=4$ and $5$, extrapolated linearly in $1/(N-1)$, is 0.7636. DMFT gives 0.7636, and an isolated atom 0.7914. The statistical error of the disorder average and of the two-point extrapolation was not estimated, so agreement in the last digit may be fortuitous; the program requires agreement only within 8% of the shift of 0.028 from the atomic value. At this high temperature the check mainly confirms the strength of the hybridization, not the self-consistency: a bath $t^2G_{\rm atom}$, built from the isolated atom (two levels at $\pm U/2$, each with $V^2=t^2/2$), gives 0.7631, also within the tolerance. The self-consistent form of (2) with interactions rests on the derivation in section 1, and the absence of Néel order at $T=0.1t$ on the argument of section 3.

## Computed values

```
Noninteracting test: omega = 1.50 t, field h = 1.00 t
N = 300: rms off-diagonal cavity sum = 0.0201 t
N = 300: eigenvalues of t_ij^2: lowest -0.1628, next-to-top 0.1585, top 1.0037 t^2
N = 1200: rms off-diagonal cavity sum = 0.0099 t
N = 1200: eigenvalues of t_ij^2: lowest -0.0829, next-to-top 0.0804, top 1.0019 t^2
G at h=0, semicircle formula [1/t] = 0.0000 -0.5000i
G at h=0, random matrix [1/t] = -0.0002 -0.5000i
G at h=0, tree root [1/t] = 0.0000 -0.5000i
G_A in field, random matrix [1/t] = 0.2152 -0.4108i
G_A in field, averaged-bath formula [1/t] = 0.2150 -0.4108i
G_A in field, tree root [1/t] = 0.2468 -0.3702i
G_A in field, Bethe formula [1/t] = 0.2468 -0.3702i
Delta_A in field, random matrix [t] = -0.0007 -0.4102i
Delta_B in field, random matrix [t] = 0.0011 -0.4117i
Share of hopping weight A to B, random matrix = 0.5029
Cluster test: U = 4.00 t, T = 1.50 t
<(n_up-n_dn)^2>, random cluster N = 3: 0.76526
<(n_up-n_dn)^2>, random cluster N = 4: 0.76470
<(n_up-n_dn)^2>, random cluster N = 5: 0.76442
<(n_up-n_dn)^2>, extrapolated to infinite N: 0.76356
<(n_up-n_dn)^2>, DMFT: 0.76355; isolated atom: 0.79139
Worked example: U = 6.00 t, T = 0.10 t
Bethe Neel moment m = 0.8368
Spin mean-field estimate of Neel moment = 0.9073
Random model, staggered moment |m| = 4.4e-14
Random model, uniform moment |m| = 9.0e-10
Undamped uniform iteration, last two m = 0.8368, -0.8368
<(n_up-n_dn)^2>: paramagnet 0.9691, Neel 0.9499
Im G at lowest frequency, paramagnet = -0.0543 1/t
Lowest Matsubara frequency = 0.3142 t
Staggered field h = 0.0050 t
Random model, m in field, self-consistent = 0.04677
Random model, m in field, frozen bath = 0.04677
Free spin, m in field = 0.04996
Largest bath-fit error = 4.6e-04 t
```
